Induction time of perimeter-limited autocatalytic deposition on sparse seeds

In a model electroless bath, ten catalytic seeds per square micrometre, each 5 nm in radius, spread over one tenth of a surface in 146 s. If a parasitic reaction draws 1 A/m² from the same surface, the time becomes 1124 s. Yet that leakage current density is one tenth of the 10 A/m² at which metal is deposited on the growing edges when there is no leakage. Why does so small a current density cost a factor of nearly eight?

The two current densities refer to different areas. Leakage is collected over the whole surface, while the reductant that must pay for it is oxidized on the island edges alone. For small seeds and equal Tafel slopes, this mismatch makes the induction time logarithmic in the seed radius instead of linear. Growth along a perimeter does not by itself give exponential growth.

**The model and the quantity sought**

Seeds are placed at random, independently, on a conducting but catalytically inactive substrate, with N seeds per unit area. Each is a disc of radius r0 and fixed height h. The top faces are inhibited, so reductant oxidation and metal deposition take place on the side walls. If P is the exposed perimeter per unit substrate area, the active area per unit substrate area is hP. The induction time t_ind is defined here as the time at which the covered fraction θ, seeds included, reaches a chosen value θ*.

A point is uncovered when no disc centre lies within a distance r of it. The expected number of centres in that circle is πNr², and for independent random positions the probability of finding none is exp(−πNr²). Hence

θ = 1 − exp(−πNr²).

When every exposed edge advances by dr, the covered fraction rises by P dr. Therefore

P = dθ/dr = 2πNr exp(−πNr²).

The exponential is the fraction of edge not yet buried in a neighbouring island. Both laws were tested on randomly placed discs. The radius at the threshold follows from the first:

r* = √[−ln(1−θ*)/(πN)].

Let i_a and i_c be the magnitudes of the oxidation and metal-deposition current densities on the wall. Without leakage they are equal at the mixed potential E_m, with common value j_m. Take Tafel kinetics with transfer coefficient 1/2 for both reactions, and neglect metal dissolution for now. With x = F(E−E_m)/(2RT),

i_a = j_m e^x,  i_c = j_m e^(−x).

A parasitic cathodic reaction, such as oxygen reduction limited by transport, draws a constant current density j_L over the whole geometric surface, island tops included. The substrate is equipotential and the bath is not depleted. Oxidation must supply both cathodic currents:

hP i_a = hP i_c + j_L.  (1)

A wall current density i_c deposits a metal volume i_c V_m/(nF) per unit wall area and time, where V_m is the molar volume and n the number of electrons per metal ion. This is the speed of the wall:

dr/dt = i_c V_m/(nF) = v0 e^(−x),  v0 = j_m V_m/(nF).

If j_L = 0, the area hP cancels from equation (1). Then x = 0, the speed is v0 whatever the perimeter, and

t_ind = (r* − r0)/v0.

The total current still grows, because the perimeter grows, but before overlap it grows linearly in time. The induction time remains finite as r0 → 0. In the example, (57.91 − 5.00) nm divided by 0.3628 nm/s gives 146 s.

**First derivation: following the radius**

Divide equation (1) by hPj_m:

e^x − e^(−x) = j_L/(hPj_m) = 2u.

Inserting P and collecting the constants into a length c gives

u = (c/r) exp(πNr²),  c = j_L/(4πNhj_m).

Let w = e^(−x) be the speed in units of v0. Then 1/w − w = 2u. Multiplication by w gives w² + 2uw − 1 = 0, whose positive root is w = √(1+u²) − u. Since (√(1+u²) − u)(√(1+u²) + u) = 1, the reciprocal is

1/w = u + √(1+u²).

Because dt = dr/(v0w), the induction time within this model is

t_ind = (1/v0) ∫ [u + √(1+u²)] dr, from r0 to r*.  (2)

Before islands overlap appreciably, the exponential in u may be set to one, so u = c/r. With S = √(r²+c²), the integrand becomes (c+S)/r. The first part integrates to c ln r. For the second, S dS = r dr gives dr/r = S dS/(S²−c²), so that

∫ (S/r) dr = ∫ S²/(S²−c²) dS = ∫ [1 + c²/(S²−c²)] dS = S + (c/2) ln[(S−c)/(S+c)].

Since S−c = r²/(S+c), the last term equals c ln[r/(S+c)]. Adding c ln r gives the antiderivative S + c ln[r²/(S+c)]. Between r0 and r*, with S0 and S* the values of S there,

T(c) = (1/v0) {S* − S0 + c ln[r*²(c+S0)/(r0²(c+S*))]}.  (3)

**Second derivation: following the deposited charge**

The same time can be found without solving for the speed and without integrating over radius. Let I = hP i_c be the metal current per unit substrate area. Equation (1) says that the oxidation current is I + j_L. For equal Tafel slopes i_a i_c = j_m² at every potential, so multiplying the two total currents gives

I(I + j_L) = (hPj_m)².  (4)

Let Q be the charge equivalent of the island volume per unit substrate area, the seeds being counted as if they were deposited metal:

Q = nFhπNr²/V_m,  dQ/dt = I.

For isolated discs P = 2πNr, so the right side of equation (4) is 4π²N²h²j_m²r². Replacing r² by QV_m/(nFhπN) turns this into

(hPj_m)² = 4πNh j_m² [V_m/(nF)] Q = 4πNhj_m v0 Q = (j_L v0/c) Q.

The last step uses 4πNhj_m = j_L/c. Thus the square of the perimeter is proportional to the charge. Differentiate I² + j_L I = (j_L v0/c)Q with respect to time:

(2I + j_L) dI/dt = (j_L v0/c) I.

Dividing by j_L I separates the variables,

(2/j_L + 1/I) dI = (v0/c) dt,

and integration from the initial current I0 to the final current I* gives

T = (c/v0) [2(I*−I0)/j_L + ln(I*/I0)].  (5)

To compare with equation (3), solve I² + j_L I = (j_L v0/c)Q for I. From the preceding expressions, (j_L v0/c)Q = (2πNrhj_m)² = [j_L r/(2c)]². The positive root is

I = (j_L/2)[√(1+r²/c²) − 1] = j_L(S−c)/(2c).

Therefore 2(I*−I0)/j_L = (S*−S0)/c, and I*/I0 = (S*−c)/(S0−c). Using S−c = r²/(S+c) in the ratio turns equation (5) into equation (3), term by term.

The logarithm is thus the time spent multiplying a metal current that is small compared with leakage. In the isolated-disc formula the linear term grows faster than the logarithm once the metal current exceeds j_L/2. With the parameters of the example this stage is never reached, because overlap caps the metal current at about 0.19 j_L.

**The arithmetic of the example**

The model takes T = 298.15 K, n = 2, V_m = 7 cm³/mol, h = 10 nm and θ* = 0.1. These and the current densities are round model parameters. They give c = 79.58 nm, hence S0 = 79.73 nm and S* = 98.42 nm. The argument of the logarithm is

57.91² × (79.58+79.73) / [5.00² × (79.58+98.42)] ≈ 120.

Its logarithm is 4.79, so

T(c) ≈ (18.7 nm + 79.58 nm × 4.79)/(0.3628 nm/s) ≈ 1102 s.

The logarithmic term supplies about 95% of this time. In the isolated-disc formula the metal current rises 120-fold, from about 0.1% of the leakage current to about 12% of it. Even at the end of induction, most of the reductant oxidation still pays for leakage.

The opening question can now be answered at the seed. Its dimensionless load is 2c/r0 ≈ 32: each unit of wall area must supply a leakage current 32 times j_m. The potential shifts by 178 mV in the positive direction, and the growth speed falls from 0.363 to 0.0114 nm/s. By the threshold the shift has fallen to 62 mV and the speed has risen to 0.108 nm/s.

**What overlap changes**

For r between r0 and r*, the factor exp(πNr²) lies between 1 and 1/(1−θ*). The integrand in equation (2) increases with u. Replacing the factor by its two limits gives

T(c) ≤ t_ind ≤ T(c/(1−θ*)).

The limits are 1102 and 1219 s. The full quadrature gives 1124 s, in agreement with a time integration that solves the current balance numerically at every step.

The excess over T(c) can be estimated. To first order in πNr², u increases by δu = πNcr. The derivative of u + √(1+u²) is 1 + u/√(1+u²), which equals 1 + c/S for u = c/r. Since r dr/S = dS, the added time is

δt ≈ (πNc/v0) [(r*²−r0²)/2 + c(S*−S0)].

The two terms in the bracket are about 1664 and 1487 nm², and πNc = 0.0025 nm⁻¹, so δt ≈ 22 s. This accounts for nearly all of the difference between 1102 and 1124 s. Buried edge removes oxidation area while the leakage stays the same, so overlap slows the growth of the remaining edge.

**Small seeds and strong leakage**

For an isolated island with r ≪ c, u is large and w ≈ 1/(2u), so

dr/dt ≈ v0 r/(2c).

This is exponential growth. A larger edge spreads the leakage load over more wall, the potential moves back towards E_m, and deposition on each part of the wall speeds up. The e-folding time of the radius is 2c/v0 = 439 s. As long as metal dissolution stays negligible, reducing an already small seed radius tenfold adds 2c ln10/v0 = 1010 s.

For a factor of two the limiting increment is 439 s × ln2 ≈ 304 s. Reducing r0 from 5 to 2.5 nm raises the calculated time from 1124 to 1429 s, an increase of 304 s. Without leakage the same change costs 7 s.

When leakage is strong throughout, √(1+u²) may be replaced by u even with overlap. With y = πNr², dr/r = dy/(2y), and equation (2) becomes

t_ind ≈ (c/v0) ∫ (e^y/y) dy = (c/v0)[Ei(πNr*²) − Ei(πNr0²)],

where Ei is the exponential integral, whose derivative is e^y/y. This replacement lowers the integrand, so the estimate lies below the quadrature: 1098 against 1124 s here. The formula was tested with the leakage increased a thousandfold. That is a mathematical limit of the model without dissolution: the potential shift then exceeds 400 mV, and the current is far beyond transport-limited oxygen reduction.

The density dependence also changes. At fixed θ*, πNr*² is fixed and r* varies as N^(−1/2). Without leakage, and for negligible r0, t_ind therefore varies as N^(−1/2). With strong leakage, c varies as 1/N because fewer seeds share the same load, and the difference of Ei functions adds a variation that is slow as long as r0 is much smaller than r*. At the example's density and fixed r0, the local exponent d ln t_ind/d ln N is −0.55 without leakage and −1.17 with it. Reducing the density from 10 to 2.5 per µm² lengthens induction from 146 to 306 s in the first case, and from 1124 to 5637 s in the second.

**Unequal Tafel slopes**

The logarithm depends on the equality of the slopes. Let the exponents of i_a and i_c be aF(E−E_m)/(RT) and −bF(E−E_m)/(RT). For a small isolated island, nearly all oxidation pays for leakage, and equation (1) gives

exp[aF(E−E_m)/(RT)] ≈ 2c/r.

Raising both sides to the power −b/a gives the deposition speed:

dr/dt ≈ v0 (r/2c)^m,  m = b/a.

The time from r0 to a larger radius r1, still well below c, is for m ≠ 1

t ≈ (2c)^m [r1^(1−m) − r0^(1−m)]/[(1−m)v0].

As r0 → 0 this is finite for m < 1 and diverges as r0^(1−m) for m > 1. Equal slopes are the marginal case, with a logarithmic divergence. The time needed to cross one decade of radius, divided by the time for the next larger decade, should be 10^(m−1). The numerical current balance gives 0.316, 1.000 and 10.000 for m = 1/2, 1 and 2.

**Where the small-seed law stops**

The limit r0 → 0 is mathematical. A sufficiently positive potential makes the metal dissolve. Suppose its equilibrium potential lies ΔE above E_m. At that potential the net metal current vanishes, so oxidation supplies leakage alone. Only the anodic coefficient enters. For a = 1/2, whatever the value of b, and an isolated disc,

exp[FΔE/(2RT)] = 2c/r_crit,  r_crit = 2c exp[−FΔE/(2RT)].

For another anodic coefficient the exponent is aFΔE/(RT). If all seeds are smaller than r_crit they do not grow, and if they consist of the deposited metal they dissolve. In a mixture of sizes the mean radius decides, because all walls share one potential: a smaller seed among sufficiently large ones still grows. For ΔE = 300 mV, r_crit is 0.46 nm, a size at which a continuum disc is itself doubtful. The 5 nm seed is well above it, and including dissolution changes its induction time by less than one part in 10⁵. The margin is about one decade: growth from 0.5 to 5 nm takes about 1160 s with dissolution instead of 1010 s, and since r_crit is proportional to c, the 5 nm seed itself stops growing when j_L reaches about 11 A/m². For this test the net metal current density was taken as i_c{1 − exp[nF(E−E_m−ΔE)/(RT)]}, which vanishes at the equilibrium potential of the metal.

**What each derivation assumes**

Both derivations use an equipotential substrate, a constant leakage current, an undepleted bath, inhibited top faces and a fixed disc height. If the tops become active or the discs thicken, the relation between perimeter and active area changes, and equation (3) no longer follows. If the substrate has an appreciable ohmic drop, islands at different places no longer share one speed.

The radius derivation needs the wall speed as a function of radius. It therefore accommodates overlap through P(r), and unequal slopes by solving the current balance at each radius. The closed form in equation (3) holds for equal slopes and negligible overlap.

The charge derivation uses equal slopes in equation (4), and it needs P² to increase linearly with Q. Overlap breaks that relation: P reaches a maximum at r = 1/√(2πN), where θ = 1−e^(−1/2) ≈ 0.39, while the deposited charge continues to rise. A spread of seed radii does not break it before overlap. All walls advance at the same speed, so the variance of the radii stays constant, and the mean square radius differs from the square of the mean by a constant. Differentiation removes that constant, and equation (5) survives with the actual initial and final currents.

The two routes also call for different information. Equation (3) needs the seed radius, the threshold radius, and both c and v0. Equation (5) needs the metal current at the beginning and end, the leakage current, and the one time constant c/v0. The numerical output below gives the values for other seed radii and densities.

Calculated quantities

```
Temperature: 298.15 K; electrons per metal ion: 2
Molar volume: 7.00 cm^3/mol
Leak-free wall current density: 10.00 A/m^2
Leakage current density: 1.00 A/m^2
Disc height: 10.00 nm; seed radius: 5.00 nm
Seed density: 10.00 per um^2
Threshold coverage: 0.100
Seed coverage: 7.8509e-04
Leak-free lateral speed v0: 0.36275 nm/s
Threshold radius: 57.911 nm
Leakage radius c: 79.577 nm
Random discs, theory coverage 0.10: found 0.1000, exposed rim 0.8988
Random discs, theory coverage 0.50: found 0.4992, exposed rim 0.4971
Potential shift at seed: 177.91 mV
Potential shift at threshold: 62.15 mV
Speed at seed: 0.01138 nm/s
Speed at threshold: 0.10822 nm/s
Induction time without leakage: 145.86 s
Closed form, no overlap (lower bound): 1101.88 s
Quadrature with overlap: 1124.24 s = 18.74 min
Time integration with overlap: 1124.24 s
Upper bound: 1218.82 s
Ratio with leakage / without: 7.708
Strong-leak estimate: 1098.26 s
Small-radius e-folding time: 438.75 s
Added time per decade of seed radius: 1010.25 s
Seed radius 2.5 nm: leak 1428.65 s, no leak 152.75 s
Seed radius 5.0 nm: leak 1124.24 s, no leak 145.86 s
Seed radius 10.0 nm: leak 818.96 s, no leak 132.08 s
Seed radius 20.0 nm: leak 510.22 s, no leak 104.51 s
Density 2.5 per um^2: leak 5637.17 s, no leak 305.51 s
Density 10.0 per um^2: leak 1124.24 s, no leak 145.86 s
Density 40.0 per um^2: leak 220.97 s, no leak 66.04 s
Local density exponent without leakage: -0.5472
Local density exponent with leakage: -1.1734
Local density exponent, 1000-fold leakage: -1.1999
Slope ratio m=0.50: successive decade-time ratio 0.3162
Slope ratio m=1.00: successive decade-time ratio 1.0000
Slope ratio m=2.00: successive decade-time ratio 10.0000
Metal equilibrium above mixed potential: 300.0 mV
Critical seed radius: 0.4638 nm
Relative time change by dissolution: 7.335e-06
```
